\section*{Sobolev Optical Depth and Escape Probability: Two Derivations and Their Validity, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: following an emitted photon}

\subsection{Definitions and conventions}

A spectral line joins a lower level $l$ and an upper level $u$, with statistical weights $g_l,g_u$ and number densities $n_l,n_u$. The rest frequency is $\nu_0$, the wavelength is $\lambda=c/\nu_0$, and $A$ is the rate of spontaneous emission per atom in the upper level. SI units are used, because densities and velocity gradients of extended gases are unnatural in atomic units.

The line profile $\phi(\nu)$ describes absorption in the rest frame of the local gas and is normalized over frequency in hertz:
\begin{equation}
\int_{-\infty}^{\infty}\phi(\nu)\,d\nu=1 .
\end{equation}
The lower limit is formal: the line is narrow, and $\phi$ is negligible far from $\nu_0$. The specific intensity $I_\nu$ is energy per unit area, time, frequency and solid angle.

A photon travels along the unit vector $\mathbf e$, and $s$ is the distance travelled. In a gas with velocity field $\mathbf v(\mathbf r)$, the velocity gradient along the ray is
\begin{equation}
Q(\mathbf e)=\sum_{ij}e_i e_j\,\frac{\partial v_j}{\partial r_i}.
\label{eq:Q}
\end{equation}
Positive $Q$ means that the gas ahead recedes from the point of emission. Since $Q$ is quadratic in $\mathbf e$, it is the same for $\mathbf e$ and $-\mathbf e$. All speeds are far below $c$, and Doppler shifts are kept to first order in $v/c$.

The result to be derived has two parts. The optical depth of the line along the ray is
\begin{equation}
\tau(\mathbf e)=\frac{A\lambda^3}{8\pi|Q(\mathbf e)|}
\left(\frac{g_u}{g_l}n_l-n_u\right),
\label{eq:tau}
\end{equation}
and the probability that a photon emitted along $\mathbf e$ leaves the resonance without being absorbed is
\begin{equation}
\beta(\mathbf e)=\frac{1-e^{-\tau(\mathbf e)}}{\tau(\mathbf e)} .
\label{eq:beta}
\end{equation}
Both hold when the gas properties vary little across the stretch of the ray on which the photon is resonant.

\subsection{The absorption coefficient}

Let $J_\nu$ be the intensity averaged over directions. An atom in $l$ absorbs at the rate $B_{lu}\bar J$, and an atom in $u$ undergoes stimulated emission at the rate $B_{ul}\bar J$, where $\bar J=\int\phi J_\nu\,d\nu$. In thermal equilibrium $J_\nu$ is nearly constant across the narrow line, so $\bar J=J_{\nu_0}$, and upward and downward rates balance:
\begin{equation}
n_lB_{lu}J_{\nu_0}=n_uA+n_uB_{ul}J_{\nu_0}.
\end{equation}
Solving for the intensity and inserting the Boltzmann ratio $n_l/n_u=(g_l/g_u)e^{y}$, with $y=h\nu_0/(k_BT)$, gives
\begin{equation}
J_{\nu_0}=\frac{A/B_{ul}}{\rho e^{y}-1},\qquad
\rho=\frac{g_lB_{lu}}{g_uB_{ul}} .
\end{equation}
This must equal the Planck intensity $(2h\nu_0^3/c^2)/(e^{y}-1)$ at every temperature. The Planck intensity diverges as $y\to0$, so the denominator $\rho e^y-1$ must vanish there, which requires $\rho=1$. The remaining factors then give
\begin{equation}
g_lB_{lu}=g_uB_{ul},\qquad B_{ul}=\frac{c^2}{2h\nu_0^3}A .
\label{eq:B}
\end{equation}
These coefficients are properties of the atom, so the relations also hold out of equilibrium.

Each net absorption removes the energy $h\nu_0$. Counted per unit solid angle, which supplies the factor $1/(4\pi)$, the absorption coefficient corrected for stimulated emission is
\begin{align}
\chi_\nu&=\frac{h\nu_0}{4\pi}\left(n_lB_{lu}-n_uB_{ul}\right)\phi(\nu)\nonumber\\
&=\frac{h\nu_0}{4\pi}\,\frac{c^2A}{2h\nu_0^3}
\left(\frac{g_u}{g_l}n_l-n_u\right)\phi(\nu)
=K\phi(\nu),
\label{eq:chi}
\end{align}
where
\begin{equation}
K=\frac{A\lambda^2}{8\pi}\left(\frac{g_u}{g_l}n_l-n_u\right).
\end{equation}
The second line used \eqref{eq:B}, and the last step used $c^2/\nu_0^2=\lambda^2$. The populations are assumed not to be inverted, so $K>0$.

\subsection{The optical depth of the resonance}

Let a photon have frequency $\nu$ in the frame of the gas at $s=0$. At distance $s$ the gas moves along the ray with relative velocity $Qs$, provided that $Q$ is nearly constant over that distance. In the frame of that gas the photon has frequency
\begin{equation}
\nu'(s)=\nu\left(1-\frac{Qs}{c}\right),\qquad
ds=\frac{c}{\nu|Q|}\,|d\nu'| .
\label{eq:shift}
\end{equation}
For $Q>0$ the photon drifts steadily to the red as seen by the atoms it passes. It is absorbed only while $\nu'$ lies within the profile.

A photon that starts well outside the profile, on the side from which it drifts inward, crosses the whole line. Because the line is narrow, $\nu$ in the path element may be replaced by $\nu_0$, with relative error $(\nu-\nu_0)/\nu_0$. If $K$ is uniform over the crossing,
\begin{equation}
\tau=\int\chi\,ds=\frac{Kc}{\nu_0|Q|}\int\phi(\nu')\,d\nu'
=\frac{K\lambda}{|Q|},
\label{eq:tauK}
\end{equation}
which is \eqref{eq:tau}. The profile has dropped out through its normalization. A broader line has a smaller peak absorption but stays in resonance over a longer path, and the two effects cancel.

For thermal broadening the profile is
\begin{equation}
\phi=\frac{e^{-x^2}}{\sqrt\pi\,\Delta\nu_D},\qquad
x=\frac{\nu-\nu_0}{\Delta\nu_D},\qquad
\Delta\nu_D=\frac{v_D}{\lambda},
\end{equation}
with $v_D=\sqrt{2k_BT/m}$ for atoms of mass $m$. The gas velocity changes by $v_D$ over the Sobolev length
\begin{equation}
\ell=\frac{v_D}{|Q|}.
\label{eq:ell}
\end{equation}
The absorption coefficient at line centre is $\chi_0=K/(\sqrt\pi\,\Delta\nu_D)$, so \eqref{eq:tauK} can be written $\tau=\sqrt\pi\,\chi_0\ell$. This is the line-centre depth of a uniform static layer of thickness $\sqrt\pi\,\ell\approx1.8\,\ell$. For given populations the temperature enters $\chi_0$ and $\ell$ in opposite ways and cancels.

\subsection{The escape probability along one direction}

A photon is emitted inside the resonance, so it has only part of the profile still to cross. Its emission frequency is assumed to be distributed according to $\phi$, independently of the frequency of any photon absorbed before. This is complete redistribution. Define the cumulative profile
\begin{equation}
F(\nu)=\int_{-\infty}^{\nu}\phi(\nu'')\,d\nu'' .
\end{equation}
For $Q>0$ a photon emitted at $\nu$ drifts to lower local frequencies. By the argument that led to \eqref{eq:tauK}, the depth ahead of it is
\begin{equation}
t(\nu)=\frac{K\lambda}{Q}\int_{-\infty}^{\nu}\phi(\nu'')\,d\nu''=\tau F(\nu).
\label{eq:t}
\end{equation}
The probability $P$ of survival obeys $dP/ds=-\chi P$, so the photon escapes with probability $e^{-t}$. Averaging over the emission frequency and substituting $u=F(\nu)$, $du=\phi\,d\nu$, gives
\begin{align}
\beta&=\int_{-\infty}^{\infty}\phi(\nu)\,e^{-\tau F(\nu)}\,d\nu
=\int_0^1e^{-\tau u}\,du\nonumber\\
&=\left[-\frac{e^{-\tau u}}{\tau}\right]_0^1=\frac{1-e^{-\tau}}{\tau}.
\label{eq:first}
\end{align}
For $Q<0$ the photon drifts to the blue and has the depth $\tau(1-F)$ ahead. The substitution $u=1-F$ leads to the same integral. Contraction and expansion at the same $|Q|$ therefore give the same escape probability.

The result does not depend on the shape of $\phi$ because the fraction $u$ of the line still to be crossed is uniformly distributed between 0 and 1. Expanding the exponential for small depth gives
\begin{equation}
\beta=1-\frac{\tau}{2}+O(\tau^2).
\end{equation}
The coefficient one half appears because a photon has on average half the line ahead of it. For $\tau\gg1$ one has $\beta\simeq1/\tau$. Escape is then largely confined to photons with $u\lesssim1/\tau$, emitted near the edge of the profile toward which they drift. The decrease is algebraic, not exponential, since such photons are always being produced.

\subsection{Average over directions}

An atom emitting isotropically has the total escape probability
\begin{equation}
\bar\beta=\frac{1}{4\pi}\oint\beta(\mathbf e)\,d\Omega .
\label{eq:avg}
\end{equation}
For the uniform expansion $\mathbf v=Q\mathbf r$ the gradient is the same in all directions, and $\bar\beta=\beta$. In general the average must be carried out. For a radial flow $\mathbf v=v(r)\hat{\mathbf r}$, differentiation of $v_j=v(r)r_j/r$ gives
\begin{equation}
\frac{\partial v_j}{\partial r_i}
=\frac vr\left(\delta_{ij}-\hat r_i\hat r_j\right)+\frac{dv}{dr}\hat r_i\hat r_j .
\end{equation}
Contracting with $e_ie_j$ and writing $\mu=\mathbf e\cdot\hat{\mathbf r}$,
\begin{equation}
Q(\mu)=\mu^2\frac{dv}{dr}+(1-\mu^2)\frac vr .
\label{eq:Qmu}
\end{equation}
Sideways rays also see a gradient, because the radial direction turns along them.

Take $v\propto\sqrt r$, for which $dv/dr=v/(2r)$ and $Q=(v/r)(1-\mu^2/2)$. If $\tau_\perp$ is the depth at $\mu=0$, then $\tau(\mu)=\tau_\perp/(1-\mu^2/2)$. For $\tau_\perp=30$ the large-depth limit gives
\begin{equation}
\bar\beta\simeq\frac1{30}\int_0^1\left(1-\frac{\mu^2}{2}\right)d\mu
=\frac1{30}\cdot\frac56=0.0278 ,
\end{equation}
whereas the radial gradient alone would give $1/60=0.0167$. For $\tau_\perp=3$ the large-depth limit is too crude for the average (it would give $5/18=0.2778$). Numerical evaluation of \eqref{eq:avg} with the full expression \eqref{eq:beta} gives 0.2687, and \eqref{eq:beta} with the radial gradient alone gives 0.1663. If $Q$ vanishes in some direction, \eqref{eq:tau} diverges there, and the assumption of a short resonance fails near that direction.

\subsection{Lyman alpha in an expanding gas}

The line from $2p$ to $1s$ of hydrogen supplies a case in which $A$ can be computed. In atomic units, with a fixed nucleus and without relativistic corrections, the transition energy is $\omega=1/2-1/8=3/8$. The radial functions $2e^{-r}$ and $re^{-r/2}/(2\sqrt6)$ give
\begin{equation}
R=\frac1{\sqrt6}\int_0^\infty r^4e^{-3r/2}\,dr
=\frac{24}{\sqrt6}\left(\frac23\right)^5 .
\end{equation}
The angular factor is $1/\sqrt3$, so the squared dipole element is $z^2=R^2/3=2^{15}/3^{10}$. The electric-dipole formula $A=\tfrac43(\omega\alpha)^3z^2$, where $\alpha$ is the fine-structure constant, is taken as input. It gives $A=6.268\times10^8\ \mathrm{s^{-1}}$, and $\lambda=121.50$ nm. The weights are $g_l=2$ and $g_u=6$. Fine structure and atomic recoil are left out. The finite nuclear mass would change $A$ and $\lambda$ by the fraction $m_e/m_p\approx5\times10^{-4}$, to $6.265\times10^8\ \mathrm{s^{-1}}$ and 121.57 nm, and the depth $\tau\propto A\lambda^3$ by twice that fraction (from 2.684 to 2.687 below), so the last digits of these and of the following numbers belong to the fixed-nucleus model, not to real hydrogen.

Choose $n_l=2\times10^6\ \mathrm{m^{-3}}$, a negligible $n_u$, $T=10^4$ K, and a uniform expansion with $Q=10^{-7}\ \mathrm{s^{-1}}$. Then
\begin{equation}
\tau=\frac{(6.268\times10^8)(1.2150\times10^{-7})^3(3)(2\times10^6)}
{8\pi\times10^{-7}}=2.684,
\end{equation}
and
\begin{equation}
\beta=\frac{1-e^{-2.684}}{2.684}=0.347 .
\end{equation}
About one emission in three leads to direct escape. The large-depth estimate $1/\tau=0.373$ is still 7\% above this value.

Direct integration along the ray, with a Voigt profile and the shift \eqref{eq:shift}, tests both formulas. It gives the same $\beta$ to the five decimals printed, for expansion and for contraction. A photon starting four Doppler widths to the blue meets a depth smaller than \eqref{eq:tau} by a fraction $2.1\times10^{-4}$. Of this, $4v_D/c=1.7\times10^{-4}$ comes from replacing $\nu$ by $\nu_0$; the remainder is mostly the Lorentz wing beyond the starting frequency.

\section{Second derivation: the radiation field in the gas frame}

\subsection{Symbols and results carried over}

The absorption coefficient is $\chi_\nu=K\phi(\nu)$, with $\phi$ normalized to one and $K=(A\lambda^2/8\pi)[(g_u/g_l)n_l-n_u]$. The gradient of the gas velocity along the ray direction $\mathbf e$ is $Q$, and $F(\nu)$ is the integral of $\phi$ from below up to $\nu$. The first derivation gave $\tau=K\lambda/|Q|$ and the single-flight escape probability $\beta=(1-e^{-\tau})/\tau$, whose average over directions is $\bar\beta$. The Doppler speed is $v_D$, and $\ell=v_D/|Q|$ is the Sobolev length. The hydrogen example has $\tau=2.684$ and $\beta=0.347$.

The second derivation does not follow an emitted photon. It finds the intensity arriving at an atom and asks how far absorption offsets emission.

\subsection{Solving the transfer equation}

Let $I(\mathbf r,\mathbf e,\nu)$ be the intensity with $\nu$ measured in the frame of the gas at $\mathbf r$. Along a photon path this local frequency changes at the rate $d\nu/ds=-\nu_0Q/c=-Q/\lambda$. The total change of $I$ along the path is caused by absorption and emission:
\begin{equation}
\mathbf e\cdot\nabla I-\frac Q\lambda\frac{\partial I}{\partial\nu}
=-\chi_\nu I+j_\nu .
\label{eq:transfer}
\end{equation}
Changes of direction and of intensity between the frames are neglected, since over the resonance they are of relative order $v_D/c$. The radiation field is taken to be steady while light crosses the resonance.

With complete redistribution, $j_\nu=(h\nu_0/4\pi)n_uA\phi(\nu)$. The source function is then independent of frequency within the line:
\begin{equation}
S=\frac{j_\nu}{\chi_\nu}=\frac{n_uA}{n_lB_{lu}-n_uB_{ul}} .
\label{eq:S}
\end{equation}

Suppose that $K$, $S$, $Q$ and the profile $\phi$ are uniform across the resonance, and that the intensity entering it is also uniform there. Nothing then distinguishes one position from another, and $\mathbf e\cdot\nabla I=0$. For $Q>0$, equation \eqref{eq:transfer} becomes
\begin{equation}
\frac{\partial I}{\partial\nu}=\frac{K\lambda}{Q}\,\phi(\nu)(I-S)
=\tau\phi(\nu)(I-S).
\label{eq:ode}
\end{equation}
The Sobolev depth appears here as the ratio of absorption to frequency drift.

Photons enter from the blue side, where the intensity has the continuum value $I_c$. Let $G=1-F$ be the part of the profile already crossed. Since $dG=-\phi\,d\nu$,
\begin{equation}
\frac{dI}{dG}=-\tau(I-S),\qquad I(G=0)=I_c ,
\end{equation}
with the solution
\begin{equation}
I=S\left(1-e^{-\tau G}\right)+I_ce^{-\tau G}.
\label{eq:Isol}
\end{equation}
An atom absorbs with weight $\phi$, so it responds to
\begin{align}
\int\phi I\,d\nu&=\int_0^1I\,dG
=S-(S-I_c)\int_0^1e^{-\tau G}\,dG\nonumber\\
&=(1-\beta)S+\beta I_c .
\label{eq:Jdir}
\end{align}
The integral is again $\beta=(1-e^{-\tau})/\tau$. For $Q<0$ the photons enter from the red side, $F$ takes the place of $G$, and the result is unchanged. Averaging over directions with an isotropic continuum gives
\begin{equation}
\bar J=(1-\bar\beta)S+\bar\beta I_c .
\label{eq:J}
\end{equation}
The continuum enters with the weight $\bar\beta$, which tends to one at small depth and to zero at large depth. Which term dominates also depends on the ratio $I_c/S$.

Following an emitted photon gave the escape probability $\beta=(1-e^{-\tau})/\tau$, and solving the transfer equation in the gas frame gave the mean intensity $\bar J$ in terms of its directional average $\bar\beta$. What remains is to find the net radiative rate and the level populations, to determine how short the resonance must be, and to compare the assumptions of the two derivations.
